# Elastic cooling stress in an alumina scale on an alloy

## Problem

A thin alumina scale has grown on a much thicker piece of alloy at high temperature. The pair is cooled by 1000 K. The thermal expansion coefficients of alloy and alumina differ by $6.5\times10^{-6}\ \mathrm{K^{-1}}$, the alloy having the larger one. Alumina has Young modulus $E=380$ GPa and Poisson ratio $\nu=0.25$. Find the stress in the alumina after cooling, with its sign.

Assume that both materials are isotropic, that the scale is flat and firmly bonded, that it is free of stress before cooling starts, and that both materials respond elastically, without creep, plastic flow or cracking. Consider a place far enough from any edge for edge effects to be negligible. Tensile stress and extension count as positive.

## Hints

1. Imagine the scale detached, so that each material shrinks freely. Which one ends up shorter? What must be done to the scale before it fits the metal again?
2. The total strain of the scale is its free thermal strain plus its elastic strain. Hooke's law contains the elastic part alone.
3. The metal imposes its length in both in-plane directions. The outer face of the scale carries no load. What does this say about the three normal stresses?
4. Write Hooke's law for one in-plane direction and keep the Poisson term from the other.

## Full solution

**The strain imposed on the scale.** Let $x$ and $y$ lie in the plane of the scale and $z$ along its thickness. The temperature change is

$$\Delta T=T_{\rm end}-T_{\rm start}=-1000\ \mathrm{K}.$$

Left to themselves, the oxide and the metal would acquire the strains $\alpha_{\rm o}\Delta T$ and $\alpha_{\rm m}\Delta T$, both negative. Because they are bonded, they share one total in-plane strain. The metal is so much thicker that the scale hardly deforms it, so this shared strain is the metal's free one:

$$\alpha_{\rm o}\Delta T+e=\alpha_{\rm m}\Delta T .$$

Here $e$ is the elastic in-plane strain of the oxide. Solving for it gives

$$e=(\alpha_{\rm m}-\alpha_{\rm o})\,\Delta T=(6.5\times10^{-6}\ \mathrm{K^{-1}})(-1000\ \mathrm{K})=-0.0065 .$$

The sign is negative because the metal contracts more than the oxide would, and squeezes the oxide to a shorter length. To first order in these small strains, only the difference of the two coefficients enters. With the rough coefficients used below, the neglected higher-order terms would change the strain by about 1%.

**The state of stress.** Both materials are isotropic, so $x$ and $y$ are equivalent and $\sigma_{xx}=\sigma_{yy}=\sigma$. The outer face is free, which makes $\sigma_{zz}=0$ there. In a uniform flat layer nothing varies along $x$ or $y$, so force balance along $z$ reduces to $\partial\sigma_{zz}/\partial z=0$, and $\sigma_{zz}$ vanishes through the whole thickness.

**Hooke's law.** In the $x$ direction,

$$e=\frac{1}{E}\left[\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})\right]
=\frac{1}{E}\left[\sigma-\nu\sigma\right]
=\frac{(1-\nu)\,\sigma}{E}.$$

Therefore

$$\boxed{\;\sigma=\frac{E}{1-\nu}\,(\alpha_{\rm m}-\alpha_{\rm o})\,\Delta T\;}$$

The factor $M_{\rm o}=E/(1-\nu)$ is the biaxial modulus of the oxide. With the given data,

$$M_{\rm o}=\frac{380\ \mathrm{GPa}}{0.75}=506.7\ \mathrm{GPa},$$

$$\sigma=(506.7\ \mathrm{GPa})(-0.0065)=-3.29\ \mathrm{GPa}.$$

The alumina is under an in-plane compression of about 3.3 GPa, or 3300 MPa. If the oxide had the larger expansion coefficient, with the same difference, the stress would have the same magnitude but would be tensile.

**Why the Poisson ratio appears.** Suppose a strip of oxide were held along $x$ and free to move along $y$ and $z$. Then $\sigma_{yy}=\sigma_{zz}=0$, and Hooke's law would give $\sigma_{xx}=Ee=-2.47$ GPa. This magnitude is 25% below that of the scale. In the scale, compression along $y$ tries to lengthen the material along $x$. The metal prevents this, so an additional compression along $x$ is needed.

**What happens to the thickness.** The thickness is free to respond, and its elastic strain is

$$e_z=\frac{1}{E}\left[0-\nu(\sigma+\sigma)\right]=-\frac{2\nu\sigma}{E}
=\frac{2(0.25)(3.293)}{380}=0.0043 .$$

It is positive: the squeezed scale is thicker than a detached scale at the same final temperature. It is still thinner than it was when hot. With a rough value $\alpha_{\rm o}=8.5\times10^{-6}\ \mathrm{K^{-1}}$, the free thermal strain is $-0.0085$, which outweighs the elastic thickening.

**The energy stored.** In linear elasticity the energy per volume is half the sum of stress times elastic strain. The $z$ term drops out because $\sigma_{zz}=0$, leaving $\tfrac12(\sigma e+\sigma e)=\sigma e$. For a scale of thickness $h$, the energy per area is

$$U=h\,\sigma e=h\,M_{\rm o}e^2 .$$

For $h=5\ \mathrm{\mu m}$,

$$U=(5\times10^{-6}\ \mathrm{m})(3.293\times10^{9}\ \mathrm{Pa})(0.0065)=107\ \mathrm{J/m^2}.$$

This energy would be released if the scale came off and relaxed completely. The stress does not depend on $h$, but $U$ is proportional to it, so at equal stress a thicker scale has more energy available for its own detachment. Whether it does detach depends also on the toughness of the interface and on the flaws present, which this calculation does not contain.

**Which modulus to use.** Hooke's law connects the present stress with the present elastic strain. If the modulus changes during elastic cooling, the value at the final temperature therefore belongs in the formula. Suppose that 380 GPa is the cold value and that the hot modulus is 15% lower, a rough figure. Inserting the hot value would give $-2.80$ GPa, which is 15% too small in magnitude. Expansion coefficients that vary with temperature are treated differently: their difference must be integrated over the cooling range, because thermal strain accumulates along the way.

**Comparison with a real scale.** The data resemble an alumina scale on a heat-resisting, alumina-forming alloy cooled from about 1020 °C to 20 °C. Rough values for such a pair are $8.5\times10^{-6}\ \mathrm{K^{-1}}$ for the oxide and $15\times10^{-6}\ \mathrm{K^{-1}}$ for the alloy. The result is an elastic estimate, not a measured stress. Real systems can break the assumptions of a stress-free start and of purely elastic cooling; the second variation works out one illustrative case of each. A real scale may also be wavy, cracked or partly detached. The stress is then no longer uniform, and a single value does not describe it. Even in a perfect scale the uniform solution fails at a free edge, where the in-plane stress normal to the edge face must vanish. The disturbance dies out slowly, because the metal near the edge also deforms elastically. For a metal that ends flush with the scale and is much thicker than the distance from the edge, and with the metal's elastic constants taken from the first variation, a numerical elastic solution puts the in-plane stress normal to the edge about 12% below the uniform value in magnitude at 30 scale thicknesses from the edge, and still about 4% below it at 100. In a thinner metal the disturbance dies out sooner: for the 1 mm sheet of the first variation, with a scale on each face, the figures are about 10% and 1.5%.

## Variation 1: a metal sheet of finite thickness

*The metal is a sheet of thickness $H=1$ mm, with a scale of thickness $h=5\ \mathrm{\mu m}$ on each face. Its Young modulus is 200 GPa and its Poisson ratio 0.30, both rough values. How much does the elastic stretching of the sheet reduce the magnitude of the stress in the scale?*

The arrangement is symmetric, so the sheet stays flat. No outside force acts, and the in-plane forces per width must cancel:

$$2h\sigma_{\rm o}+H\sigma_{\rm m}=0
\quad\Rightarrow\quad
\sigma_{\rm m}=-\frac{2h}{H}\sigma_{\rm o}.$$

The metal now has an elastic strain too. With $M_{\rm m}=200/0.70=285.7$ GPa, equality of the total strains reads

$$\alpha_{\rm o}\Delta T+\frac{\sigma_{\rm o}}{M_{\rm o}}
=\alpha_{\rm m}\Delta T+\frac{\sigma_{\rm m}}{M_{\rm m}} .$$

Move $\alpha_{\rm o}\Delta T$ to the right, recall that $e=(\alpha_{\rm m}-\alpha_{\rm o})\Delta T$, and insert $\sigma_{\rm m}$:

$$\frac{\sigma_{\rm o}}{M_{\rm o}}=e-\frac{2h}{HM_{\rm m}}\sigma_{\rm o}
\quad\Rightarrow\quad
\sigma_{\rm o}=\frac{M_{\rm o}e}{1+\dfrac{2hM_{\rm o}}{HM_{\rm m}}} .$$

The second term of the denominator is $2(0.005)(506.7/285.7)=0.018$. Hence $\sigma_{\rm o}=-3.24$ GPa, a magnitude 1.7% below the thick-metal result. The metal carries a tension of $0.01\times3236\ \mathrm{MPa}=32$ MPa.

Two limits show how the load is shared. For $h/H\to0$ the thick-metal formula returns. When $2hM_{\rm o}\gg HM_{\rm m}$, the oxide sets the length instead: its stress is then close to $HM_{\rm m}e/(2h)$, much smaller in magnitude than $M_{\rm o}e$, while the metal stress approaches $-M_{\rm m}e$, a large tension. A real metal might yield before reaching it.

If the same sheet has a scale on one face only and is free to bend, the reduction is larger. For $h\ll H$, the scale loads the metal with a force per width $-\sigma_{\rm o}h$ acting at its surface, a distance $H/2$ from the mid-plane. The mean metal stress is $-\sigma_{\rm o}h/H$. The moment per width is $-\sigma_{\rm o}hH/2$, and the bending stress at the surface is the moment times $6/H^2$, or $-3\sigma_{\rm o}h/H$. The sum at the interface is $-4\sigma_{\rm o}h/H$. The factor 2 in the denominator above therefore becomes 4, to leading order in $h/H$, and the stress is $-3.18$ GPa, about 3.4% below the thick-metal magnitude. This assumes small deflection and equal curvature in both directions, which holds for a piece a few centimetres across. A sheet some tens of centimetres wide rolls up nearly into a cylinder instead; the reduction is then about 3.5% along the curved direction but only about 1.5% along the axis.

## Variation 2: a scale that relaxes, or is already stressed

*Return to the thick metal. (a) Creep removes all stress that builds up during the first 100 K of cooling, and the rest of the cooling is elastic. (b) Cooling is elastic throughout, but the scale already carries a growth stress of $-0.5$ GPa at the start. Find the final stress in each case.*

(a) The scale is free of stress after the first 100 K, so the elastic calculation starts there, with $\Delta T=-900$ K:

$$\sigma=(506.7\ \mathrm{GPa})(6.5\times10^{-6}\ \mathrm{K^{-1}})(-900\ \mathrm{K})=-2.96\ \mathrm{GPa}.$$

The magnitude falls by 10%, the same fraction as the lost part of the cooling range. The 100 K interval is chosen for illustration. In a real system the relaxation depends on cooling rate, grain size and the creep strength of both materials.

(b) Linear elastic strains add. With the modulus held constant during cooling, the stresses add as well:

$$\sigma=-3.293\ \mathrm{GPa}-0.5\ \mathrm{GPa}=-3.79\ \mathrm{GPa}.$$

The magnitude rises by 15% relative to the scale that starts without stress. The growth stress used here is a rough value; a tensile one would lower the final compression instead.

For these numbers, either effect changes the stress more than the finite thickness of the 1 mm sheet does. Partial relaxation and a compressive growth stress act in opposite directions, so a final compression near 3.3 GPa would not by itself show that the scale began stress-free and cooled elastically.
